# Why reciprocal minority-carrier lifetime rises linearly with fluence at low damage: a numerical check

```python
# Result under test: 1/tau = 1/tau0 + K*Phi at low damage,
#   K = sum_i eta_i * c_i * g_i.
# tau: electron lifetime in p-type silicon (s); Phi: fluence (cm^-2)
# eta: centres per cm^3 per unit fluence (cm^-1)
# c: electron capture coefficient = cross section * thermal speed (cm^3/s)
# g: fraction of centres able to complete a recombination
# n1, p1: carrier densities with the Fermi level at the trap level (cm^-3)
# Material parameters are rough typical values. Lengths are in cm.
import numpy as np
from types import SimpleNamespace
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

GAP = 1.12                 # eV
ACCEPTORS = 1.3e15         # cm^-3
MOBILITY = 1350.0          # cm^2/(V s), electrons
PRECURSOR = 1.0e16         # cm^-3, substitutional carbon
NAMES = ["C-O pair", "divacancy", "grown-in"]
HEIGHT = np.array([0.36, 0.20, 0.56])       # eV above valence band
SIGMA_N = np.array([1e-14, 1e-14, 1e-14])   # cm^2
SIGMA_P = np.array([2e-15, 1e-15, 2e-15])   # cm^2
ETA = np.array([0.010, 0.003, 0.0])         # cm^-1
GROWN_IN = np.array([0.0, 0.0, 2.5e11])     # cm^-3


def make_levels(height, sigma_n, sigma_p, temp=300.0):
    kt = k_B * temp / q_e
    nc = 2.8e19 * (temp / 300)**1.5
    nv = 3.1e19 * (temp / 300)**1.5
    ni2 = nc * nv * np.exp(-GAP / kt)
    p1 = nv * np.exp(-np.asarray(height) / kt)
    speed = np.sqrt(temp / 300)
    return SimpleNamespace(cn=np.asarray(sigma_n) * 2.0e7 * speed,
                           cp=np.asarray(sigma_p) * 1.6e7 * speed,
                           p1=p1, n1=ni2 / p1, ni2=ni2, kt=kt)


def pick(lev, index):
    return SimpleNamespace(cn=lev.cn[index], cp=lev.cp[index],
                           p1=lev.p1[index], n1=lev.n1[index],
                           ni2=lev.ni2, kt=lev.kt)


def active_fraction(lev, p0):
    n0 = lev.ni2 / p0
    return lev.cp * (n0 + p0) / (lev.cp * (p0 + lev.p1)
                                 + lev.cn * (n0 + lev.n1))


def equilibrium_holes(density, lev):
    # donor-type centres are positive when empty of an electron
    def charge(p):
        return (p + np.sum(density * p / (p + lev.p1))
                - ACCEPTORS - lev.ni2 / p)
    return brentq(charge, 1e11, 2 * ACCEPTORS, xtol=1e-2, rtol=1e-14)


def kinetics(state, density, lev, p0, transfer=0.0):
    # state: excess electrons, then excess trapped electrons per kind
    n0 = lev.ni2 / p0
    n = n0 + state[0]
    p = p0 + np.sum(state)             # charge neutrality
    f = lev.p1 / (p0 + lev.p1) + state[1:] / density
    electron_in = density * lev.cn * (n * (1 - f) - lev.n1 * f)
    hole_in = density * lev.cp * (p * f - lev.p1 * (1 - f))
    change = electron_in - hole_in
    if transfer:
        back = lev.p1[0] / lev.p1[1]   # detailed balance
        flow = transfer * density[0] * density[1] * (
            f[0] * (1 - f[1]) - back * f[1] * (1 - f[0]))
        change = change + np.array([-flow, flow])
    return np.concatenate(([-np.sum(electron_in)], change))


def linear_matrix(density, lev, p0, transfer=0.0):
    size, h = len(density) + 1, 1e-20
    matrix = np.zeros((size, size))
    for col in range(size):
        state = np.zeros(size, dtype=complex)
        state[col] = 1j * h
        matrix[:, col] = kinetics(state, density, lev, p0, transfer).imag / h
    return matrix


def steady_rate(density, lev, p0, transfer=0.0):
    # inverse lifetime = generation / excess electrons, weak steady light
    source = np.zeros(len(density) + 1)
    source[0] = -1.0
    return 1 / np.linalg.solve(
        linear_matrix(density, lev, p0, transfer), source)[0]


def injected_rate(density, lev, p0, excess):
    # nonlinear steady state at a finite excess electron density
    n, f0 = lev.ni2 / p0 + excess, lev.p1 / (p0 + lev.p1)
    f = f0.copy()
    for _ in range(200):
        p = p0 + excess + np.sum(density * (f - f0))
        f = (lev.cn * n + lev.cp * lev.p1) / (
            lev.cn * (n + lev.n1) + lev.cp * (p + lev.p1))
    return np.sum(density * lev.cn * (n * (1 - f) - lev.n1 * f)) / excess


def centre_density(phi, depletion=True):
    density = GROWN_IN + ETA * phi
    if depletion:
        density[0] = -PRECURSOR * np.expm1(-ETA[0] * phi / PRECURSOR)
    return density


def full_rate(phi, depletion=True):
    density = centre_density(phi, depletion)
    present = density > 0
    p0 = equilibrium_holes(density, levels)
    return steady_rate(density[present], pick(levels, present), p0), p0


levels = make_levels(HEIGHT, SIGMA_N, SIGMA_P)
p_start = equilibrium_holes(GROWN_IN, levels)
g = active_fraction(levels, p_start)
K_parts = ETA * levels.cn * g
K = K_parts.sum()
rate0 = np.sum(GROWN_IN * levels.cn * g)
D = MOBILITY * levels.kt

print(f"temperature 300 K, acceptors {ACCEPTORS:.2e} cm^-3")
print(f"thermal energy kT/q = {levels.kt:.5f} V")
print(f"mobility {MOBILITY:.0f} cm^2/Vs, diffusivity {D:.2f} cm^2/s")
print(f"carbon precursor density {PRECURSOR:.1e} cm^-3")
print(f"grown-in centre density {GROWN_IN[2]:.2e} cm^-3")
print("electron speed 2.0e7 cm/s, hole speed 1.6e7 cm/s (inputs)")
for i, name in enumerate(NAMES):
    print(f"{name}: level {HEIGHT[i]:.2f} eV, eta {ETA[i]:.3f} cm^-1,"
          f" sigma_n {SIGMA_N[i]:.0e}, sigma_p {SIGMA_P[i]:.0e} cm^2")
    print(f"  c_n {levels.cn[i]:.2e} cm^3/s, p1 {levels.p1[i]:.3e} cm^-3,"
          f" g {g[i]:.4f}, K part {K_parts[i]:.3e} cm^2/s")
print(f"damage constant K = {K:.4e} cm^2/s, K/D = {K/D:.3e}")
print(f"initial lifetime {1e6/rate0:.3f} us,"
      f" diffusion length {1e4*np.sqrt(D/rate0):.1f} um")
print(f"fluence that halves the lifetime {rate0/K:.3e} cm^-2")

# Formula against the full kinetics, and addition of separate solutions
phi_test = 1e14
density = GROWN_IN + ETA * phi_test
formula = rate0 + K * phi_test
joint = steady_rate(density, levels, p_start)
separate = [steady_rate(density[[i]], pick(levels, [i]), p_start)
            for i in range(3)]
assert abs(joint / formula - 1) < 1e-4
assert abs(sum(separate) / joint - 1) < 1e-4
for i in range(3):
    assert abs(separate[i] / (density[i] * levels.cn[i] * g[i]) - 1) < 1e-4
print(f"at 1e14 cm^-2: separate rates {separate[0]:.4e},"
      f" {separate[1]:.4e}, {separate[2]:.4e} s^-1")
print(f"  their sum {sum(separate):.5e}, joint kinetics {joint:.5e} s^-1")

# Decay in time after a weak light pulse
pulse = 1e10
matrix = linear_matrix(density, levels, p_start)
times = np.array([1.0, 3.0]) / formula
decay = solve_ivp(
    lambda t, u: kinetics(u * pulse, density, levels, p_start) / pulse,
    (0, times[1]), [1.0, 0, 0, 0], method="Radau", t_eval=times,
    jac=lambda t, u: matrix, rtol=1e-8, atol=1e-11)
assert decay.success
decay_rate = np.log(decay.y[0, 0] / decay.y[0, 1]) / (times[1] - times[0])
assert abs(decay_rate / formula - 1) < 1e-3
print(f"  rate from pulse decay {decay_rate:.5e},"
      f" formula {formula:.5e} s^-1")

# A shallow level mostly re-emits; charge transfer adds a quadratic term
pair = make_levels([0.92, 0.36], [1e-14, 1e-14], [2e-15, 2e-15])
shallow = steady_rate(np.array([1e12]), pick(pair, [0]), p_start)
g_shallow = active_fraction(pair, p_start)[0]
assert abs(shallow / (1e12 * pair.cn[0] * g_shallow) - 1) < 1e-3
print(f"shallow level 0.20 eV below conduction band: g {g_shallow:.4f}")
extra = []
for scale in (1, 2):
    pair_density = scale * np.array([1e12, 1e12])
    extra.append(steady_rate(pair_density, pair, p_start, 1e-5)
                 - steady_rate(pair_density, pair, p_start))
assert extra[0] > 0 and 3.9 < extra[1] / extra[0] < 4.05
print("charge transfer between kinds, both densities doubled:"
      f" extra rate x {extra[1]/extra[0]:.3f}")

# Random hits on precursor sites: one-hit and two-hit centres
rng = np.random.default_rng(7)
sites = 4_000_000
for x in (0.05, 0.10, 1.00):
    hits = np.bincount(rng.integers(0, sites, int(x * sites)),
                       minlength=sites)
    found = [np.mean(hits >= 1), np.mean(hits >= 2)]
    expected = [1 - np.exp(-x), 1 - np.exp(-x) * (1 + x)]
    for a, b in zip(found, expected):
        assert abs(a - b) < 5 * np.sqrt(b * (1 - b) / sites)
    print(f"hits per site {x:.2f}: hit once or more {found[0]:.5f},"
          f" twice or more {found[1]:.5f}")

# Lifetimes, and departure of the added rate from the straight line
print("fluence cm^-2 | line s^-1 | tau us | L um (from the line)")
for phi in (1e13, 1e14, 1e15):
    rate = rate0 + K * phi
    print(f"  {phi:.0e} | {rate:.4e} | {1e6/rate:.4f}"
          f" | {1e4*np.sqrt(D/rate):.2f}")
print("fluence | holes cm^-3 | added-rate error %: all, hole removal only")
start = full_rate(0.0)[0]
bend = {}
for phi in (1e14, 1e15, 1e16, 1e17):
    rate, holes = full_rate(phi)
    removal = (full_rate(phi, False)[0] - start) / (K * phi) - 1
    bend[phi] = (rate - start) / (K * phi) - 1
    print(f"  {phi:.0e} | {holes:.4e} | {100*bend[phi]:.4f},"
          f" {100*removal:.4f}")
assert abs(bend[1e15]) < 2e-3 and bend[1e17] < -0.05
assert 9 < bend[1e16] / bend[1e15] < 12

# Finite injection: K changes, proportionality to fluence stays
excess = 0.01 * ACCEPTORS
added = []
for phi in (0.0, 1e14, 2e14):
    dens = centre_density(phi)
    added.append(injected_rate(dens, levels,
                               equilibrium_holes(dens, levels), excess))
K_injected = (added[1] - added[0]) / 1e14
ratio = (added[2] - added[0]) / (added[1] - added[0])
assert abs(ratio - 2) < 0.01
weak = injected_rate(density, levels, p_start, 1e-6 * ACCEPTORS)
assert abs(weak / joint - 1) < 1e-4
print(f"injection 1 % of doping: K changes by {100*(K_injected/K-1):.2f} %")
print(f"  added rate when fluence doubles: x {ratio:.4f}")

# Warmer use, fixed cross sections; number of centres seen by a carrier
warm = make_levels(HEIGHT, SIGMA_N, SIGMA_P, 330.0)
p_warm = equilibrium_holes(GROWN_IN, warm)
K_warm = np.sum(ETA * warm.cn * active_fraction(warm, p_warm))
print(f"use at 330 K: K changes by {100*(K_warm/K-1):.2f} %")
cube = (D / formula)**1.5
print("damage centres in a cube one diffusion length wide at 1e14 cm^-2:"
      f" {ETA.sum()*phi_test*cube:.2e}")
print("no test failed")
```

Output:

```
temperature 300 K, acceptors 1.30e+15 cm^-3
thermal energy kT/q = 0.02585 V
mobility 1350 cm^2/Vs, diffusivity 34.90 cm^2/s
carbon precursor density 1.0e+16 cm^-3
grown-in centre density 2.50e+11 cm^-3
electron speed 2.0e7 cm/s, hole speed 1.6e7 cm/s (inputs)
C-O pair: level 0.36 eV, eta 0.010 cm^-1, sigma_n 1e-14, sigma_p 2e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 2.777e+13 cm^-3, g 0.9791, K part 1.958e-09 cm^2/s
divacancy: level 0.20 eV, eta 0.003 cm^-1, sigma_n 1e-14, sigma_p 1e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 1.354e+16 cm^-3, g 0.0876, K part 5.256e-11 cm^2/s
grown-in: level 0.56 eV, eta 0.000 cm^-1, sigma_n 1e-14, sigma_p 2e-15 cm^2
  c_n 2.00e-07 cm^3/s, p1 1.213e+10 cm^-3, g 0.9999, K part 0.000e+00 cm^2/s
damage constant K = 2.0107e-09 cm^2/s, K/D = 5.761e-11
initial lifetime 20.001 us, diffusion length 264.2 um
fluence that halves the lifetime 2.487e+13 cm^-2
at 1e14 cm^-2: separate rates 1.9582e+05, 5.2563e+03, 4.9997e+04 s^-1
  their sum 2.51069e+05, joint kinetics 2.51069e+05 s^-1
  rate from pulse decay 2.51067e+05, formula 2.51069e+05 s^-1
shallow level 0.20 eV below conduction band: g 0.0167
charge transfer between kinds, both densities doubled: extra rate x 3.984
hits per site 0.05: hit once or more 0.04878, twice or more 0.00120
hits per site 0.10: hit once or more 0.09520, twice or more 0.00464
hits per site 1.00: hit once or more 0.63215, twice or more 0.26417
fluence cm^-2 | line s^-1 | tau us | L um (from the line)
  1e+13 | 7.0104e+04 | 14.2645 | 223.12
  1e+14 | 2.5107e+05 | 3.9830 | 117.90
  1e+15 | 2.0607e+06 | 0.4853 | 41.15
fluence | holes cm^-3 | added-rate error %: all, hole removal only
  1e+14 | 1.2987e+15 | -0.0083, -0.0034
  1e+15 | 1.2897e+15 | -0.0830, -0.0343
  1e+16 | 1.2001e+15 | -0.8376, -0.3549
  1e+17 | 4.0111e+14 | -10.6156, -6.8235
injection 1 % of doping: K changes by -5.56 %
  added rate when fluence doubles: x 1.9998
use at 330 K: K changes by -2.83 %
damage centres in a cube one diffusion length wide at 1e14 cm^-2: 2.13e+06
no test failed
```
